\section*{Electron Temperature and Current Noise in a Voltage-Biased Diffusive Metallic Wire, part 1}

(Sections cited here and not found follow in the second part.)

\section{Problem}

A diffusive metallic wire of length $L$, cross-section $A$ and conductivity $\sigma$ has conductance $G=1/R=\sigma A/L$. It joins two reservoirs at temperature $T_0$ under a voltage $V$ and carries the mean current $I=GV$. The assumptions are the following. The length $L_{ee}$ over which an electron diffuses between electron-electron collisions is much shorter than $L$. The length over which it loses its energy to phonons is much longer than $L$. The density of states $\nu$ (both spins, per volume) and the diffusion constant $D$ do not depend on energy in the range of interest, and $\sigma=e^2\nu D$ with $e>0$. Quantum interference corrections to $G$ are neglected. The reservoirs stay at $T_0$ whatever heat they receive.

The noise is the one-sided spectral density at zero frequency,
\begin{equation}
S=2\int_{-\infty}^{\infty}\!dt\,\langle\delta I(t)\,\delta I(0)\rangle=\lim_{t\to\infty}\frac{2\,\mathrm{var}\,Q(t)}{t},
\label{defS}
\end{equation}
where $Q(t)$ is the charge passed in a time $t$, and the Fano factor is $F=S/2eI$. A Poisson stream of charges $e$ at rate $\Gamma$ has $\mathrm{var}\,Q=e^2\Gamma t$, hence $S=2e^2\Gamma=2eI$ and $F=1$.

(a) Derive the heat equation for the electron temperature $T(x)$ and solve it. (b) Find $S$ for any $V$ and $T_0$, and $F$ for $eV\gg kT_0$. (c) Compare with the same wire without electron-electron collisions. (d) Evaluate the results for the model parameters $R=50\ \Omega$, $V=0.2$ mV, $T_0=0.05$ K.

The variables $\xi=x/L$, $y=eV/kT_0$ and $v=\sqrt3\,y/2\pi$ are used throughout.

\section{A tempting solution}

Joule heat $\sigma(V/L)^2$ is released per volume and is carried to the ends by electronic heat conduction. The thermal conductivity follows from the Wiedemann-Franz law, $\kappa=L_0\sigma T$ with $L_0=\pi^2k^2/3e^2$. The experiment is run at $T_0$, so one sets $\kappa_0=L_0\sigma T_0$ and writes Fourier's equation,
\begin{equation}
\kappa_0\frac{d^2T}{dx^2}=-\sigma\frac{V^2}{L^2}
\quad\Longrightarrow\quad
\frac{d^2T}{d\xi^2}=-\frac{V^2}{L_0T_0}.
\label{wrongheat}
\end{equation}
Two integrations with $T=T_0$ at both ends give a parabola,
\begin{equation}
T_{\rm w}(\xi)=T_0+\frac{V^2}{2L_0T_0}\,\xi(1-\xi).
\label{wrongT}
\end{equation}
Each piece of the wire is a Johnson-Nyquist source at its own temperature, so $S=4kG\int_0^1T\,d\xi$. With $\int_0^1\xi(1-\xi)\,d\xi=1/6$ and $V^2/L_0T_0^2=3y^2/\pi^2$,
\begin{equation}
S_{\rm w}=4kT_0G\left(1+\frac{1}{12}\,\frac{3y^2}{\pi^2}\right)=GkT_0\left(4+\frac{y^2}{\pi^2}\right).
\label{wrongS}
\end{equation}
Since $2eI=2y\,GkT_0$, this yields $F_{\rm w}=2/y+y/2\pi^2$. One would conclude that the noise grows as $V^2$ and that the Fano factor grows without bound.

\section{Where the fault lies}

The limit $T_0\to0$ at fixed $V$ exposes the trouble. Equation (\ref{wrongT}) then gives an infinite temperature from a finite power. At $T_0=0$ the only energy in the problem is $eV$, so $kT$ must be $eV$ times a function of $\xi$, and $S=4kG\int T\,d\xi$ must be $eVG$ times a pure number.

The noise formula and the Wiedemann-Franz law are both right, as the derivations below show. The faulty step is the left side of (\ref{wrongheat}). Energy conservation fixes the divergence of the heat current $-\kappa\,dT/dx$, and $\kappa$ is proportional to the local temperature, so it stays inside the derivative:
\begin{equation}
\frac{d}{dx}\left(\kappa\frac{dT}{dx}\right)=L_0\sigma\left[T\frac{d^2T}{dx^2}+\left(\frac{dT}{dx}\right)^2\right].
\end{equation}
Equation (\ref{wrongheat}) replaces $T$ by $T_0$ in the first term and drops the second. With $T=T_0+\delta T$, the neglected terms are of second order in $\delta T$, so the step is a linearisation that needs $\delta T\ll T_0$. By (\ref{wrongT}) the midpoint has $\delta T/T_0=V^2/8L_0T_0^2=3y^2/8\pi^2=v^2/2$, so the condition is $v^2\ll1$. The regime $eV\gg kT_0$ in which $F$ is asked for is the opposite one. There the heated middle of the wire conducts heat far better than $\kappa_0$ allows, and the temperature stays far below (\ref{wrongT}).

\section{The heat equation}

\subsection{Two conserved currents}

Let $f(x,E)$ be the occupation of states of total energy $E$, electrostatic energy included, averaged over directions of motion. Impurity scattering and the static field leave $E$ unchanged, so electrons diffuse at fixed $E$ with particle current density $-\nu D\,\partial_xf$ per unit energy. In the steady state only the electron-electron collision term $\mathcal I[f]$ moves electrons between energies:
\begin{equation}
D\,\partial_x^2f+\mathcal I[f]=0 .
\label{kin}
\end{equation}
At the ends $f$ equals the reservoir Fermi functions $f_L$ and $f_R$ at temperature $T_0$, with electrochemical potentials $\mu_L=+eV/2$ at $x=0$ and $\mu_R=-eV/2$ at $x=L$. Electrons flow towards $+x$.

A collision conserves the number of electrons and their total energy at the point where it occurs, so $\int\mathcal I\,dE=0$ and $\int E\,\mathcal I\,dE=0$. Define the moments, made convergent by subtracting a fixed step function $\theta$,
\begin{equation}
n(x)=\int[f-\theta(-E)]\,dE,\qquad u(x)=\int E\,[f-\theta(-E)]\,dE .
\end{equation}
Integrating (\ref{kin}) with weights $1$ and $E$ gives
\begin{equation}
\partial_x^2n=0,\qquad\partial_x^2u=0,
\label{lin}
\end{equation}
at any collision rate. The particle and energy current densities $J_N=-\nu D\,\partial_xn$ and $J_E=-\nu D\,\partial_xu$ are uniform.

\subsection{Local equilibrium}

For $L_{ee}\ll L$ the collision term dominates (\ref{kin}), and to leading order in $L_{ee}/L$ the function $f$ must make $\mathcal I$ vanish. The functions that do so are Fermi functions, $f=1/(e^{w}+1)$ with $w=(E-\mu(x))/kT(x)$. Three integrals are needed. Split $f-\theta(-E)=[f-\theta(\mu-E)]+[\theta(\mu-E)-\theta(-E)]$. The first bracket is odd in $E-\mu$, because $f(-w)-1=-f(w)$. The second is a box between $0$ and $\mu$. The odd part drops out of $n$, so $n=\mu$. In $u$ the box gives $\mu^2/2$. In the odd part write $E=\mu+kTw$; the term in $\mu$ vanishes by oddness, and the term in $w$ has an even integrand:
\begin{align}
u&=\frac{\mu^2}{2}+2(kT)^2\int_0^\infty\!\frac{w\,dw}{e^w+1}
=\frac{\mu^2}{2}+2(kT)^2\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}\nonumber\\
&=\frac{\mu^2}{2}+\frac{\pi^2}{6}(kT)^2 .
\label{u}
\end{align}
The series comes from $1/(e^w+1)=\sum_m(-1)^{m+1}e^{-mw}$ and $\int_0^\infty we^{-mw}dw=1/m^2$. Its sum is $\sum1/m^2$ minus twice the even terms, $\frac{\pi^2}{6}(1-\frac24)=\frac{\pi^2}{12}$. The third integral follows from $f(1-f)=e^w/(e^w+1)^2=-df/dw$:
\begin{equation}
\int f(1-f)\,dE=kT\,[f(-\infty)-f(\infty)]=kT .
\label{ff}
\end{equation}

The first equation of (\ref{lin}) makes $\mu$ linear, $\mu=eV(\frac12-\xi)$. Then $J_N=\nu D\,eV/L$ and $I=eAJ_N=\sigma AV/L=GV$, with no dependence on $T(x)$. A temperature gradient drives no charge current in this model because $n$ does not contain $T$.

Differentiating (\ref{u}) splits the energy current into a part carried along with the particles and a heat current $J_Q$:
\begin{equation}
J_E=-\nu D\mu\,\partial_x\mu-\nu D\frac{\pi^2k^2}{3}T\,\partial_xT=\mu J_N+J_Q,\qquad J_Q=-\kappa\,\partial_xT .
\end{equation}
The coefficient is $\kappa=\nu D\pi^2k^2T/3=L_0\sigma T$, which is the Wiedemann-Franz law with the local $T$. Because $J_E$ and $J_N$ are uniform, $\partial_xJ_Q=-J_N\,\partial_x\mu=\nu D(eV/L)^2=\sigma V^2/L^2$. The heat equation is
\begin{equation}
\frac{d}{dx}\left(L_0\sigma T\frac{dT}{dx}\right)=-\sigma\frac{V^2}{L^2}.
\label{heat}
\end{equation}

\subsection{Solution}

With $T\,dT/dx=\frac12\,d(T^2)/dx$ and $x=L\xi$, both $\sigma$ and $L$ cancel and the equation is linear in $T^2$:
\begin{equation}
\frac{d^2(T^2)}{d\xi^2}=-\frac{2V^2}{L_0}.
\label{T2}
\end{equation}
The general solution is $T^2=a+b\xi-V^2\xi^2/L_0$. The condition at $\xi=0$ gives $a=T_0^2$, and the one at $\xi=1$ gives $b=V^2/L_0$. The answer to (a) is
\begin{equation}
T^2=T_0^2+\frac{V^2}{L_0}\,\xi(1-\xi),
\qquad
(kT)^2=(kT_0)^2+\frac{3}{\pi^2}(eV)^2\,\xi(1-\xi).
\label{prof}
\end{equation}
Since $3y^2/\pi^2=4v^2$, this is $T=T_0\sqrt{1+z}$ with $z=4v^2\xi(1-\xi)$, and the maximum at the midpoint is $T_0\sqrt{1+v^2}$. At $T_0=0$ the maximum is $kT_{\max}=(\sqrt3/2\pi)\,eV=0.2757\,eV$. The heat flow is $AJ_Q=-(L_0G/2)\,d(T^2)/d\xi=-\frac12GV^2(1-2\xi)$, so $IV/2$ leaves through each end.

The tempting profile is $T_{\rm w}=T_0(1+z/2)$, the first two terms of the expansion of the root. As $(1+z/2)^2=1+z+z^2/4$, it lies above the true profile at every interior point. Equation (\ref{u}) shows what the excess means: $u$ is linear and equal at the two ends, hence constant, and the thermal energy can rise only by as much as $\mu^2/2$ falls, $\frac12(eV)^2[\frac14-(\frac12-\xi)^2]=\frac12(eV)^2\xi(1-\xi)$. This amount equals $\frac{\pi^2}{6}(kT_0)^2z$. The term $z^2/4$ is energy without a source.

\section{The noise}

\subsection{Sources in series}

Cut the wire into slices $j$ of resistance $r_j$, each long compared with the elastic mean free path and short compared with the scale on which $T$ varies. Each slice carries a random current source $\delta I_j$, independent of the others because it arises from separate scattering events. At zero frequency no charge accumulates, so the fluctuation $\delta I$ is the same in all slices, and the potentials $\delta\phi_j$ at the cuts adjust to enforce this:
\begin{equation}
\delta I=\frac{\delta\phi_{j-1}-\delta\phi_j}{r_j}+\delta I_j .
\end{equation}
Multiply by $r_j$ and sum over $j$. The potential differences telescope to the fluctuation of the total voltage, which is zero at fixed bias. Hence
\begin{equation}
\delta I=\sum_j\frac{r_j}{R}\,\delta I_j,\qquad S=\sum_j\frac{r_j^2}{R^2}\,S_j .
\label{series}
\end{equation}
The local temperature also fluctuates, but the mean current through a slice depends on the difference of $n=\mu$ alone, so these fluctuations do not enter $\delta I$ at linear order. A thin slice is in equilibrium at $T_j$, and the Johnson-Nyquist theorem gives $S_j=4kT_j/r_j$. Then $S=(4k/R)\sum_jT_jr_j/R$, and with $r_j/R\to d\xi$,
\begin{equation}
S=4kG\int_0^1T(\xi)\,d\xi .
\label{JN}
\end{equation}

\subsection{The same formula from tunnelling events}

Each slice carries a current, so its treatment as an equilibrium source needs a check, and part (c) needs a formula for any $f$. Both come from a model in which the noise is elementary: $M$ equal tunnel junctions in series, each of conductance $g=MG$, separated by islands with many closely spaced levels, negligible charging energy and occupations $f_j$, where $f_0=f_L$ and $f_M=f_R$. The rates across one junction are $\Gamma_\rightarrow=(g/e^2)\int f_j(1-f_{j+1})\,dE$ and $\Gamma_\leftarrow=(g/e^2)\int f_{j+1}(1-f_j)\,dE$. The net particle current per energy is $(g/e^2)(f_j-f_{j+1})$, the discrete form of $-\nu DA\,\partial_xf$, so the chain tends to (\ref{kin}) as $M\to\infty$. The two directions are independent Poisson streams, and their variances add: $S_j=2e^2(\Gamma_\rightarrow+\Gamma_\leftarrow)$. The identity $a(1-b)+b(1-a)=a(1-a)+b(1-b)+(a-b)^2$, with $r_j/R=1/M$ in (\ref{series}), gives
\begin{equation}
S=\frac{2G}{M}\sum_{j=0}^{M-1}\int\!\left[f_j(1-f_j)+f_{j+1}(1-f_{j+1})+(f_j-f_{j+1})^2\right]dE .
\label{chain}
\end{equation}
The last term is the effect of the bias across a slice, and it vanishes for large $M$. Occupations lie between $0$ and $1$, so $(f_j-f_{j+1})^2\le|f_j-f_{j+1}|$. For Fermi functions, change first $\mu$ and then $T$. The shift costs $\int|\Delta f|\,dE=|\Delta\mu|$. The change of $T$ costs $2\ln2\,k|\Delta T|$, because $\int_\mu^\infty f\,dE=kT\ln2$ and $\Delta f$ has one sign on each side of $\mu$. Summed along the chain, these are at most $eV+4\ln2\,kT_{\max}$, independent of $M$, so the term is bounded by a constant over $M$. The first two terms form the trapezoidal sum for
\begin{equation}
S=4G\int_0^1\!d\xi\int f(1-f)\,dE ,
\label{general}
\end{equation}
which is also the form of the Boltzmann-Langevin result for a diffusive wire. With (\ref{ff}) it reproduces (\ref{JN}).

\subsection{Zero reservoir temperature}

At $T_0=0$, $kT=(\sqrt3/\pi)\,eV\sqrt{\xi(1-\xi)}$. Put $s=2\xi-1$, so that $\xi(1-\xi)=(1-s^2)/4$ and $d\xi=ds/2$. Then $\int_0^1\sqrt{\xi(1-\xi)}\,d\xi=\frac14\int_{-1}^1\sqrt{1-s^2}\,ds=\frac14\cdot\frac\pi2=\frac\pi8$, the last integral being the area of a half disc of unit radius. The mean of $kT$ is $(\sqrt3/8)\,eV=0.2165\,eV$, and
\begin{equation}
S=4G\,\frac{\sqrt3}{\pi}\,eV\,\frac{\pi}{8}=\frac{\sqrt3}{2}\,eI,\qquad F=\frac{S}{2eI}=\frac{\sqrt3}{4}=0.4330 .
\label{F}
\end{equation}
The noise is Johnson-Nyquist noise of electrons that the bias itself has heated to a temperature proportional to $V$, and for that reason it is linear in $I$ like shot noise.

The heat equation has been derived and solved, and the noise has been reduced to an average of the local electron temperature, which gives $F=\sqrt3/4$ at $T_0=0$. What remains is the noise at finite $T_0$, the comparison with the collisionless wire, the numerical tests and range of validity, and the worked example.

All numerical values are calculated from the stated model.
